\section*{Why re, rs, r0, rz and rg Are Different Bond Lengths}

\section{An error that is not there}

A coupled-cluster calculation on HCl puts the minimum of the potential at 1.2773~\AA. Suppose this number is checked against a length derived from the ground-state rotational constant, 1.2867~\AA, and then against the mean internuclear distance at room temperature, 1.2948~\AA. The calculation seems to make the bond too short, first by 0.009~\AA\ and then by 0.017~\AA. One might look for a better basis set, or adjust the potential until its minimum moved outward.

As a cure for these gaps, either response would be a mistake. All three lengths quoted here belong to the same potential, a Morse curve matched to the calculation at its minimum. They differ because they answer different questions about it, and moving the minimum to remove the difference would spoil a potential that had no such error.

The belief behind the mistake is that $r_e$, $r_s$, $r_0$, $r_z$ and $r_g$ are one bond length obtained by different methods, so that their scatter shows the imperfection of the methods. It has a sound origin. If the nuclei formed a rigid body, its moment of inertia, the shifts of that moment on isotopic substitution, and the mean distance would all yield the same number. For a stiff bond such as that of HCl the five values span only 1.4\% of $r_e$ in the model below, which looks like agreement spoiled by small errors. But the differences have definite signs and sizes, and they remain when every measurement is perfect.

\section{Five definitions}

Consider a closed-shell diatomic with reduced mass $\mu$, moving on a Born--Oppenheimer potential $V(r)$ common to all its isotopologues. Electronic contributions to the rotational constants are neglected. Angle brackets denote an average over the rotationless ground vibrational state.

\begin{itemize}
\item $r_e$ is the position of the minimum of $V$.
\item $r_g(T)$ is the thermal average of the distance $r$.
\item $r_z$ is the distance between the mean nuclear positions in the ground vibrational state. For a diatomic it is $\langle r\rangle$.
\item $r_0$ is defined by $B_0=\hbar^2/(2\mu r_0^2)$, where $B_0$ is the ground-state rotational constant as an energy.
\item $r_s$ is the sum of the atoms' distances from the centre of mass, each inferred from the change of the ground-state moment of inertia when that atom is replaced by another isotope.
\end{itemize}

The belief contains one grain of truth: for a diatomic at 0~K, $r_z$ and $r_g$ are the same quantity. The others need a potential to show how they differ. With $x=r-r_e$, take the Morse form
\begin{equation}
V=D\left(1-e^{-ax}\right)^2 .
\end{equation}
Since $1-e^{-ax}=ax-\tfrac12a^2x^2+\dots$, squaring gives
\begin{equation}
V=Da^2x^2-Da^3x^3+\dots=\tfrac12 f x^2-\tfrac12 a f x^3+\dots,\qquad f=2Da^2 .
\end{equation}
The third derivative at the minimum is therefore $f_3=-3af$, so that $a=-f_3/(3f)$ measures the asymmetry of the well.

For HCl, frozen-core CCSD(T)/cc-pVTZ energies at seven distances give $f=519.6$~N/m and $a=1.857$~\AA$^{-1}$. The resulting $D=4.70$~eV is a parameter of the local model, not a computed dissociation energy. The minimum is not converged in the basis: one added tight $d$ function on Cl moves it inward, from 1.2773 to 1.2747~\AA, and raises $f$ by about 2~N/m, while the leading-order values of $r_z-r_e$ and $r_0-r_e$ derived below change by less than 0.0001~\AA. This improvement of the basis thus shifts the lengths together and leaves those gaps in place. The Morse curve departs from the seven points by at most 23~cm$^{-1}$, on a curve sampled from 1.13 to 1.43~\AA, which reaches 3776~cm$^{-1}$ on the inner wall but only about 2300~cm$^{-1}$ on the outer, and the computed quartic constant is 1.115 times the Morse value. Extra digits below serve to compare formulas within this model; they do not claim such accuracy for the real molecule.

\section{The mean distance is not the minimum}

In a stationary state the mean force is zero. To see this for the radial motion, write $H=p^2/(2\mu)+V(x)$. The expectation value of a commutator with $H$ vanishes in a bound eigenstate, and $[H,p]=[V,p]=i\hbar V'$, so $\langle V'\rangle=0$. The wave function is negligible at $r=0$, so $x$ may be treated as running over the whole line.

With $y=ax$, the Morse force follows from differentiation:
\begin{align}
V'&=2Da\left(e^{-y}-e^{-2y}\right)\notag\\
&=2Da\left(y-\tfrac32y^2+\tfrac76y^3-\dots\right).
\end{align}
The coefficients are $(-1)^k(1-2^k)/k!$. Setting the average to zero and dividing by $2Da^2$ gives
\begin{equation}
\langle x\rangle=\tfrac32a\langle x^2\rangle-\tfrac76a^2\langle x^3\rangle+\dots
\label{eq:force}
\end{equation}
The restoring force is weaker on the outside than on the inside. For the average force to vanish, the average position must lie outside the minimum.

To judge the neglected terms we need the size of the vibration. The harmonic zero-point mean-square amplitude is $u^2=\hbar/(2\mu\omega)$, with $\omega=\sqrt{f/\mu}=a\sqrt{2D/\mu}$. Hence
\begin{equation}
a^2u^2=\frac{\hbar a}{2\sqrt{2\mu D}}=\frac1{2\lambda}\equiv\frac1n,
\qquad \lambda=\frac{\sqrt{2\mu D}}{a\hbar}.
\end{equation}
For HCl, $\lambda=25.27$ and $n=50.53$. A typical $y$ is of order $n^{-1/2}$. The harmonic density is even, so $\langle y^3\rangle$ needs one factor of the anharmonic distortion, itself of order $n^{-1/2}$; it is thus of order $n^{-3/2}n^{-1/2}=n^{-2}$. The correction to $\langle y^2\rangle=1/n$ is also of order $n^{-2}$, and so is the next term of the series for $\langle y\rangle$, $+\tfrac58\langle y^4\rangle$. At leading order only the first term of (\ref{eq:force}) survives:
\begin{equation}
r_g(0)-r_e=\langle x\rangle\simeq\tfrac32\,a\,u^2 .
\label{eq:main}
\end{equation}

With $u^2=0.005736$~\AA$^2$,
\begin{equation}
\tfrac32(1.8574)(0.0057357)\ \text{\AA}=0.01598\ \text{\AA}.
\end{equation}
Solving the radial Schr\"odinger equation on a grid gives 0.01621~\AA. The true shift in this model exceeds the estimate by 1.5\% of the estimate.

The Morse ground state explains that excess. Put $z=ne^{-y}$ and try $\chi=z^{s}e^{-z/2}$ with $s=\lambda-\tfrac12$. Because $dz/dx=-az$, we have $\chi'/\chi=-a(s-z/2)$, and
\begin{align}
\frac{\chi''}{\chi}&=\left(\frac{\chi'}{\chi}\right)^2+\left(\frac{\chi'}{\chi}\right)'
=a^2\left(s-\frac z2\right)^2-\frac{a^2z}{2}\notag\\
&=a^2\left(s^2-\lambda z+\frac{z^2}{4}\right)
=a^2s^2+a^2\lambda^2\left(e^{-2y}-2e^{-y}\right).
\end{align}
Since $\hbar^2a^2\lambda^2/(2\mu)=D$, the last term times $\hbar^2/(2\mu)$ is $V-D$. The Schr\"odinger equation is satisfied with energy $D-\hbar^2a^2s^2/(2\mu)$, and $\chi$ has no node, so it is the ground state.

Its probability density is
\begin{equation}
\chi^2\,|dx|\propto z^{2s-1}e^{-z}\,dz,\qquad 2s=n-1 .
\end{equation}
This is a gamma distribution of shape $n-1$. Differentiating $\Gamma(k)=\int_0^\infty z^{k-1}e^{-z}dz$ with respect to $k$ shows that the mean of $\ln z$ is $\psi(k)=\Gamma'(k)/\Gamma(k)$. As $y=\ln n-\ln z$,
\begin{equation}
a\langle x\rangle=\ln n-\psi(n-1).
\end{equation}
Now use $\psi(n-1)=\psi(n)-1/(n-1)$ and the large-$n$ expansion $\psi(n)=\ln n-1/(2n)-1/(12n^2)+\dots$:
\begin{align}
a\langle x\rangle&=\frac1{2n}+\frac1{12n^2}+\frac1n+\frac1{n^2}+\dots\notag\\
&=\frac{3}{2n}\left(1+\frac{13}{18n}+\dots\right).
\end{align}
The prefactor is (\ref{eq:main}) again. The relative correction is $13/(18\times50.53)=1.4\%$, which accounts for nearly all of the observed excess. Making the nuclei 100 times heavier multiplies $n$ by 10, and the excess falls to 0.14\%.

It matters slightly which amplitude is called $u^2$. Replacing the harmonic value by the actual $\langle x^2\rangle$ gives 0.01720~\AA, and by the variance of $r$, 0.01647~\AA. These exceed the grid result by 6.1\% and 1.6\% of it. The three choices agree at leading order and differ at the next; the full mean square does worse here because the cubic and quartic terms of (\ref{eq:force}), which together would offset it, have been dropped. Further differentiation of $\Gamma$ gives the variance of $y$ as $\psi'(n-1)\simeq1/n+3/(2n^2)$ and its third cumulant as $-\psi''(n-1)\simeq1/n^2$. With $\langle y\rangle\simeq3/(2n)$ this yields $\langle y^2\rangle\simeq1/n+15/(4n^2)$, $\langle y^3\rangle\simeq11/(2n^2)$ and $\langle y^4\rangle\simeq3/n^2$. The three terms of the series then contribute $45/8$, $-77/12$ and $+15/8$ to the coefficient of $n^{-2}$, which add up to the $13/12$ found above. The two dropped terms sum to $-109/(24n^2)$, or 6.0\% of $3/(2n)$.

The leading result is not peculiar to the Morse curve. For any smooth single well with nonzero curvature $f$ at its minimum the same argument gives $\langle x\rangle\simeq-f_3u^2/(2f)$, and the quartic constant, whose computed value is 1.115 times the Morse one, enters only at the next order. That is the order of the 1.5\% excess, so the size of the excess is a property of the Morse model and need not carry over to the computed curve. The estimate fails when $\lambda$ is not large, as in a weakly bound molecule whose vibration explores much of the well.

\section{The rotational constant averages something else}

Rotation adds $\hbar^2J(J+1)/(2\mu r^2)$ to the radial Hamiltonian. By the Hellmann--Feynman theorem, the derivative of the energy with respect to $J(J+1)$, taken at $J=0$, is
\begin{equation}
B_0=\frac{\hbar^2}{2\mu}\left\langle\frac1{r^2}\right\rangle,
\qquad\text{so}\qquad r_0=\left\langle r^{-2}\right\rangle^{-1/2}.
\end{equation}
The inverse square gives extra weight to short distances. With $\xi=x/r_e$, expand $(1+\xi)^{-2}=1-2\xi+3\xi^2-\dots$ and then the outer power, $(1+\epsilon)^{-1/2}\simeq1-\epsilon/2$:
\begin{align}
r_0&\simeq r_e\left(1-2\langle\xi\rangle+3\langle\xi^2\rangle\right)^{-1/2}\notag\\
&\simeq r_e+\langle x\rangle-\frac{3\langle x^2\rangle}{2r_e}.
\end{align}
Inserting (\ref{eq:main}) and $\langle x^2\rangle\simeq u^2$ yields
\begin{equation}
r_0-r_e\simeq\frac32u^2\left(a-\frac1{r_e}\right),
\qquad
r_z-r_0\simeq\frac{3u^2}{2r_e}.
\label{eq:r0}
\end{equation}

Two effects of opposite sign are at work: anharmonicity moves the mean outward, and the inverse-square average pulls the inferred length inward. For HCl,
\begin{equation}
\tfrac32(0.0057357)\left(1.8574-\frac1{1.2773}\right)\text{\AA}=0.00924\ \text{\AA}.
\end{equation}
The value obtained from the computed rotational levels, through $B_0=10.395$~cm$^{-1}$, is 0.00937~\AA. The gap $r_z-r_0$ is 0.00674~\AA\ by the formula and 0.00684~\AA\ from the levels.

The two effects can be separated by replacing the Morse well with a harmonic one of the same $f$. Symmetry then makes $\langle x\rangle=0$, and only the inverse-square term is left: $r_0-r_e\simeq-3u^2/(2r_e)=-0.0067$~\AA, while the levels give $-0.0068$~\AA. In that well $r_0$ is shorter than $r_e$. So $r_0$ is not an equilibrium length with some random error attached, and its excess over $r_e$ is not guaranteed. At leading order the sign is decided by whether $ar_e$ exceeds 1; for HCl it is 2.37.

\section{Substitution does not remove the vibration}

The substitution method seems to escape this difficulty, since it uses differences of moments, in which vibrational effects might cancel. They cancel only in part.

Start with a rigid molecule of mass $M$ and moment $I$ about its centre of mass. Add $\Delta m$ to an atom at distance $z_i$ from that centre. About the old centre the moment becomes $I+\Delta m\,z_i^2$. The centre moves by $d=\Delta m\,z_i/(M+\Delta m)$, and the parallel-axis theorem subtracts $(M+\Delta m)d^2$:
\begin{align}
\Delta I&=\Delta m\,z_i^2-\frac{(\Delta m)^2z_i^2}{M+\Delta m}
=\frac{M\Delta m}{M+\Delta m}\,z_i^2,\notag\\
z_i^2&=\frac{M+\Delta m}{M\Delta m}\,\Delta I .
\label{eq:kr}
\end{align}
This is Kraitchman's equation for a linear molecule. With equilibrium moments, the coordinates of the two atoms add up to $r_e$.

Experiment supplies ground-state moments $I_0=\mu r_0^2$ instead. Because $u^2\propto\mu^{-1/2}$, equation (\ref{eq:r0}) has the form $r_0=r_e+c\mu^{-1/2}$, with $c$ common to all isotopologues. To first order in $c$, $I_0=\mu r_e^2+2r_ec\sqrt\mu$. If substitution changes $\mu$ to $\mu'$, then
\begin{align}
\Delta I_0&=r_e^2(\mu'-\mu)+2r_ec\left(\sqrt{\mu'}-\sqrt\mu\right)\notag\\
&=(\mu'-\mu)\left[r_e^2+\frac{2r_ec}{\sqrt{\mu'}+\sqrt\mu}\right].
\end{align}
In the rigid case only $r_e^2$ stands in the bracket, and (\ref{eq:kr}) must return $z_i=w_ir_e$, where $w_i$ is the mass of the other atom divided by $M$. The remaining mass factors therefore combine to $w_i^2$. Taking the square root to first order in $c$, and using $c=(r_0-r_e)\sqrt\mu$,
\begin{equation}
z_i\simeq w_i\left[r_e+(r_0-r_e)\frac{\sqrt\mu}{\sqrt\mu+\sqrt{\mu_i'}}\right].
\end{equation}
The weights $w_i$ sum to 1, so
\begin{equation}
\frac{r_s-r_e}{r_0-r_e}\simeq\sum_iw_i\,\frac{\sqrt\mu}{\sqrt\mu+\sqrt{\mu_i'}} .
\end{equation}

For very small changes of mass each fraction is one half, and to this order $r_s$ lies midway between $r_e$ and $r_0$; in the model the fraction is 0.49. Replacing H by D is not a small change: $\mu$ rises from 0.9796 to 1.9044~u, and the fraction drops to 0.418. Replacing $^{35}$Cl by $^{37}$Cl leaves it at 0.500. The weights are $34.969/35.977=0.972$ for the hydrogen coordinate and 0.028 for the chlorine coordinate:
\begin{equation}
0.972(0.418)+0.028(0.500)=0.420 .
\end{equation}

The coordinates found from the computed levels are 1.2453~\AA\ for H and 0.0359~\AA\ for Cl. Their sum is $r_s=1.2812$~\AA, which lies a fraction 0.414 of the way from $r_e$ to $r_0$. Unlike the other four, $r_s$ is not a property of one isotopologue. It is assembled from three, and it depends on which isotopes were chosen.

\section{Temperature separates $r_g$ from $r_z$}

Warming the gas leaves $r_z$ unchanged by definition, but $r_g$ grows. If $kT$ is large compared with $B_0$ and small compared with $\hbar\omega$, the vibration stays in its ground state while the rotation is nearly classical. A rotor with angular momentum $L$ has energy $E_{\rm rot}=L^2/(2\mu r^2)$ and feels an outward force $L^2/(\mu r^3)=2E_{\rm rot}/r$. Two rotational degrees of freedom give a mean energy $kT$, and the bond supplies the balancing force $f\,\delta r$:
\begin{equation}
r_g(T)-r_z\simeq\frac{2kT}{f r_e}.
\end{equation}
At 298.15~K this is 0.00124~\AA. The thermal average over the computed levels gives 0.00128~\AA.

In a polyatomic molecule the two lengths differ even at 0~K. Let a bond have displacement $\Delta$ along the line joining the mean nuclear positions and $\rho$ perpendicular to it. Then
\begin{equation}
r=\sqrt{(r_z+\Delta)^2+\rho^2}\simeq r_z+\Delta+\frac{\rho^2}{2r_z}.
\end{equation}
Since $\langle\Delta\rangle=0$ about the mean positions, bending motion makes $r_g$ exceed $r_z$ by about $\langle\rho^2\rangle/(2r_z)$. A diatomic has no such motion.

\section{One potential, several lengths}

The lengths for H$^{35}$Cl, all from the same Morse curve, are:

\begin{center}
\begin{tabular}{lc}
\hline
Quantity & Length (\AA)\\
\hline
$r_e$ & 1.2773\\
$r_s$ & 1.2812\\
$r_0$ & 1.2867\\
$r_z=r_g(0\ \text{K})$ & 1.2935\\
$r_g(298.15\ \text{K})$ & 1.2948\\
\hline
\end{tabular}
\end{center}

No measurement error enters this table, so measurement error cannot explain its spread. Deuterium makes the same point. D$^{35}$Cl has the same potential and the same $r_e$, yet its $r_0$ is 1.2840~\AA\ and its $r_z$ is 1.2889~\AA. Read as measurements of one bond length, the $r_z$ values would say that deuteration shortens the bond by 0.0046~\AA. In fact the heavier molecule vibrates with a smaller amplitude in an unchanged well. The shift $r_0-r_e$ shrinks by a factor 0.7145, close to the ratio $\sqrt{\mu/\mu'}=0.7172$ expected at leading order.

The lengths can be compared after conversion. To reach $r_e$ from rotational data, note that the mean-force and inverse-square arguments hold in any vibrational level $v$, with the harmonic $\langle x^2\rangle=(2v+1)u^2$. At leading order both $\langle x\rangle$ and $\langle x^2\rangle$ are then proportional to $v+\tfrac12$, so $B_v\simeq B_e-\alpha(v+\tfrac12)$ with a constant $\alpha$. Then
\begin{equation}
\frac{3B_0-B_1}{2}\simeq\frac{3B_e-\tfrac32\alpha-B_e+\tfrac32\alpha}{2}=B_e .
\end{equation}
With $B_0=10.3948$ and $B_1=10.0864$~cm$^{-1}$ this gives $B_e\simeq10.549$~cm$^{-1}$, and hence $r_e\simeq1.2772$~\AA. The result lies within 0.0001~\AA\ of the true minimum of the model, whereas $r_0$ missed it by 0.009~\AA. The $v=1$ level lies 4367~cm$^{-1}$ above the minimum, with 27\% of its density beyond the outermost computed point, so $B_1$ is a value of the Morse model and not of the computed curve. If only a mean distance at low temperature is known, subtracting $\tfrac32au^2$ performs the corresponding correction, at the cost of needing $a$ from a calculation or from the spectrum. In the model this leaves 0.0002~\AA\ near 0~K but 0.0015~\AA\ at 298.15~K, where the stretch $2kT/(fr_e)$ must be removed as well. The numerical check that accompanies this essay tests the diatomic relations against the computed levels; the polyatomic estimate is not tested.

\section*{Calculated quantities}
\begin{verbatim}
Potential: frozen-core CCSD(T)/cc-pVTZ, local Morse model
mass H: 1.007825 u
mass D: 2.014102 u
mass 35Cl: 34.968853 u
mass 37Cl: 36.965903 u
reduced mass H35Cl: 0.979593 u
reduced mass D35Cl: 1.904413 u
reduced mass H37Cl: 0.981077 u
force constant f: 519.55 N/m
Morse a: 1.8574 1/angstrom
Morse D: 4.6995 eV
a times re: 2.3725
lambda: 25.267
harmonic wavenumber: 3000.31 cm^-1
largest Morse misfit at seven points: 22.51 cm^-1
highest computed point above minimum: 3776.2 cm^-1
quartic constant, computed/Morse: 1.115
harmonic u^2: 0.0057357 angstrom^2
actual <x^2>: 0.0061738 angstrom^2
variance of r: 0.0059109 angstrom^2
re: 1.27730 angstrom
rs: 1.28118 angstrom
r0: 1.28667 angstrom
rz = rg at 0 K: 1.29351 angstrom
rg at 298.15 K: 1.29479 angstrom
rg(0 K) - re, grid: 0.016213 angstrom
rg(0 K) - re, digamma formula: 0.016213 angstrom
3 a u^2/2, harmonic u^2: 0.015981 angstrom
3 a <x^2>/2: 0.017201 angstrom
3 a variance/2: 0.016469 angstrom
excess of exact shift over 3 a u^2/2: 1.46 %
same excess at 100 times the mass: 0.143 %
r0 - re, from levels: 0.009369 angstrom
r0 - re, leading formula: 0.009245 angstrom
rz - r0, from levels: 0.006844 angstrom
3 u^2/(2 re): 0.006736 angstrom
harmonic well r0 - re: -0.006802 angstrom
B0 H35Cl: 10.39483 cm^-1
B1 H35Cl: 10.08636 cm^-1
B0 D35Cl: 5.36920 cm^-1
B0 H37Cl: 10.37921 cm^-1
Kraitchman |z_H|: 1.24526 angstrom
Kraitchman |z_Cl|: 0.03591 angstrom
(rs-re)/(r0-re), from levels: 0.4137
(rs-re)/(r0-re), leading formula: 0.4200
rs for tiny mass changes: 1.28191 angstrom
sqrt(re r0): 1.28198 angstrom
r0 D35Cl: 1.28399 angstrom
rz D35Cl: 1.28888 angstrom
ratio of r0-re, D35Cl/H35Cl: 0.7145
square root of inverse mass ratio: 0.7172
re from (3 B0 - B1)/2: 1.27723 angstrom
rg(298.15 K) - rz: 0.001282 angstrom
2 k T/(f re): 0.001241 angstrom
\end{verbatim}
